\section*{Steady Becker–Döring nucleation flux and the Zeldovich factor}

\section{From populations to a flux}

\textbf{Q.} An amorphous bit in a phase-change cell can crystallize through clusters that form inside it and mostly dissolve again. How can such a process have a definite rate?

\textbf{A.} By counting net passages through each size. Let $N_n$ be the density of crystalline clusters of $n$ units, and let clusters change by one unit at a time, gaining at rate $f_n$ and losing at rate $g_n$. The net flux from $n$ to $n+1$ is
\begin{equation}
J_n=f_nN_n-g_{n+1}N_{n+1},\qquad
\frac{dN_n}{dt}=J_{n-1}-J_n .
\label{eq:balance}
\end{equation}
These are the Becker--D\"oring equations. Cluster-cluster reactions are left out, and the temperature is uniform and constant. I hold the density $N_1$ of liquid units fixed and remove clusters on reaching a size $M$ well above critical, so $N_M=0$. In a steady state $dN_n/dt=0$ for $2\le n\le M-1$, hence every $J_n$ equals one number $J$. That number is the nucleation rate per volume.

\textbf{Q.} You have two sets of rates. What fixes the losses once the gains are known?

\textbf{A.} Detailed balance. The algebra is in atomic units, with $\theta=k_BT$ an energy. Let $W_n$ be the work of forming an $n$-cluster, and define the reference density
\begin{equation}
C_n=N_1e^{-W_n/\theta},\qquad W_1=0 .
\end{equation}
This would be the equilibrium distribution if growth past $M$ were forbidden. In it each step balances separately, $f_nC_n=g_{n+1}C_{n+1}$, so
\begin{equation}
g_{n+1}=f_n e^{(W_{n+1}-W_n)/\theta}.
\end{equation}

\textbf{Q.} Above the critical size $W_n$ falls and $C_n$ grows without limit. That cannot be a real population.

\textbf{A.} It is not one. It serves to fix the rates and to scale the unknowns. With $y_n=N_n/C_n$,
\begin{align}
J&=f_nC_ny_n-g_{n+1}C_{n+1}y_{n+1}\nonumber\\
 &=f_nC_n(y_n-y_{n+1}).
\label{eq:drop}
\end{align}
Divide by $f_nC_n$ and sum from $n=1$ to $M-1$. The differences telescope to $y_1-y_M=1-0$, giving
\begin{equation}
J=\left[\sum_{n=1}^{M-1}\frac{1}{f_nC_n}\right]^{-1}
 =N_1\left[\sum_{n=1}^{M-1}\frac{e^{W_n/\theta}}{f_n}\right]^{-1}.
\label{eq:exact}
\end{equation}
No approximation has entered beyond the model. The terms act as resistances in series, and the largest lie near the top of $W_n$.

\section{The top of the barrier}

\textbf{Q.} Then you need the work. Where does its top lie?

\textbf{A.} I take spherical clusters with volume $v$ per unit, a size-independent interface energy $\sigma$ per area, and a free-energy gain $\Delta\mu>0$ per crystallized unit. A sphere of volume $nv$ has area $(36\pi)^{1/3}(nv)^{2/3}$. With $A=(36\pi)^{1/3}v^{2/3}\sigma$, the work measured from a single unit is
\begin{equation}
W_n=A(n^{2/3}-1)-(n-1)\Delta\mu .
\end{equation}
Treating $n$ as continuous,
\begin{equation}
W'(n)=\tfrac23An^{-1/3}-\Delta\mu,\qquad
W''(n)=-\tfrac29An^{-4/3}.
\end{equation}
The first derivative vanishes at
\begin{equation}
n^*=\left(\frac{2A}{3\Delta\mu}\right)^3,
\end{equation}
and the negative second derivative makes this a maximum. There $n^*\Delta\mu=\tfrac23An^{*2/3}$. Defining $B=\tfrac13An^{*2/3}$, so that $An^{*2/3}=3B$ and $n^*\Delta\mu=2B$, I find
\begin{equation}
W^*=3B-2B-A+\Delta\mu=B-A+\Delta\mu .
\end{equation}

\textbf{Q.} Why not drop the constants and use $B$ as the barrier?

\textbf{A.} Then $C_1$ would differ from $N_1$, against the boundary condition $y_1=1$. Compared with using $B$, the convention $W_1=0$ multiplies the flux by $e^{(A-\Delta\mu)/\theta}$, which is about $1.3\times10^3$ in the example below. Consistency at $n=1$ does not make a macroscopic interface energy accurate for a few units, so this factor also shows how strongly the absolute rate leans on the capillary model.

\textbf{Q.} Now replace the sum by something usable, and justify it.

\textbf{A.} Write $f^*=f(n^*)$ and $x=n-n^*$. Near the top $W\simeq W^*-\tfrac12|W''(n^*)|x^2$, while $f_n$ varies slowly. If the peak is many units wide yet narrow compared with $n^*$, the sum becomes a Gaussian integral:
\begin{align}
\sum_n\frac{e^{W_n/\theta}}{f_n}
&\simeq\frac{e^{W^*/\theta}}{f^*}\int_{-\infty}^{\infty}
e^{-|W''(n^*)|x^2/2\theta}\,dx\nonumber\\
&=\frac{e^{W^*/\theta}}{f^*}\sqrt{\frac{2\pi\theta}{|W''(n^*)|}} .
\end{align}
Inserting this in \eqref{eq:exact} gives the saddle-point flux
\begin{equation}
J_Z=Zf^*N_1e^{-W^*/\theta},\qquad
Z=\sqrt{\frac{-W''(n^*)}{2\pi\theta}} .
\label{eq:saddle}
\end{equation}
$Z$ is the Zeldovich factor. For this work function
\begin{equation}
Z^2=\frac{An^{*-4/3}}{9\pi\theta}=\frac{B}{3\pi\theta n^{*2}},
\qquad Z=\frac1{n^*}\sqrt{\frac{B}{3\pi\theta}} .
\end{equation}
The summand is now proportional to $e^{-\pi Z^2x^2}$, so $1/Z$ is the effective number of sizes that share the resistance.

\textbf{Q.} A sum over integers is still not an integral.

\textbf{A.} For the Gaussian, Poisson summation gives the difference: the leading relative correction is at most $2e^{-\pi/Z^2}$, negligible for $Z\ll1$. At the lower end the terms are small: the first, $1/f_1$, is $(f^*/f_1)e^{-W^*/\theta}$ times the peak term, and in the example those for sizes 2 and 3 are below $10^{-4}$ of it. For the full summand of the example, sum and integral were tested to agree within one part in $10^6$.

\section{What the factor means}

\textbf{Q.} I would have said that half the critical clusters grow, so the factor should be one half.

\textbf{A.} That half belongs to the population. Summing \eqref{eq:drop} from $m$ to $M-1$ gives
\begin{equation}
y_m=\sum_{n=m}^{M-1}p_n,\qquad p_n=\frac{J}{f_nC_n}\simeq Ze^{-\pi Z^2(n-n^*)^2}.
\label{eq:weights}
\end{equation}
Each term represents a cell of unit width, so the integral starts at $m-\tfrac12$:
\begin{equation}
y_m\simeq\tfrac12\,\mathrm{erfc}\!\left[\sqrt\pi\,Z\left(m-\tfrac12-n^*\right)\right].
\end{equation}
At the top $y\simeq\tfrac12$: the actual population is about half the reference one. The gross upward flux there is $f^*N_{n^*}\simeq\tfrac12f^*C_{n^*}$, whereas the net flux is $Zf^*C_{n^*}$. Their ratio is about $2Z$. Most upward steps at the top are cancelled by downward steps.

\textbf{Q.} Is there a sense in which $y_n$ is itself a probability?

\textbf{A.} Yes. Equate the fluxes on both sides of $n$ and use $f_{n-1}C_{n-1}=g_nC_n$:
\begin{equation}
g_n(y_{n-1}-y_n)=f_n(y_n-y_{n+1}).
\end{equation}
Rearranged, $(f_n+g_n)y_n=f_ny_{n+1}+g_ny_{n-1}$. This is the first-step equation for the chance that an $n$-cluster dissolves to a single unit before reaching $M$, and $y_1=1$, $y_M=0$ are its boundary values.

\section{The error of the saddle point}

\textbf{Q.} You froze $f_n$ and discarded the skewness of the barrier. How large is the damage?

\textbf{A.} That needs the size dependence of $f_n$. I assume attachment over the surface at jump rate $\nu$ per area $v^{2/3}$, so $f_n=f_0n^{2/3}$ with $f_0=(36\pi)^{1/3}\nu$. Use the reduced radius $r$, with $n=n^*r^3$. Then
\begin{equation}
\frac{dn}{f_n}=\frac{3n^*r^2\,dr}{f_0n^{*2/3}r^2}=\frac{3n^*}{f^*}\,dr ,
\end{equation}
so the varying prefactor disappears. Since $An^{2/3}=3Br^2$ and $n\Delta\mu=2Br^3$, the exponent is
\begin{equation}
\frac{W}{\theta}=\frac{W^*-B}{\theta}+\beta(3r^2-2r^3),\qquad \beta=\frac B\theta .
\end{equation}
With $r=1+z$,
\begin{align}
3r^2-2r^3&=3+6z+3z^2-2-6z-6z^2-2z^3\nonumber\\
&=1-3z^2-2z^3 .
\end{align}
For large $\beta$ the Gaussian $e^{-3\beta z^2}$ has variance $1/(6\beta)$. Expand the cubic factor, $e^{-2\beta z^3}=1-2\beta z^3+2\beta^2z^6-\dots$. The odd term averages to zero, and $\langle z^6\rangle=15/(6\beta)^3$, so
\begin{align}
\int\frac{e^{W/\theta}}{f_n}dn
&=\frac{3n^*}{f^*}e^{W^*/\theta}\sqrt{\frac{\pi}{3\beta}}
\left[1+2\beta^2\frac{15}{216\beta^3}+O(\beta^{-2})\right]\nonumber\\
&=\frac{e^{W^*/\theta}}{Zf^*}\left[1+\frac{5}{36\beta}+O(\beta^{-2})\right].
\end{align}
Inversion gives
\begin{equation}
J=J_Z\left[1-\frac{5\theta}{36B}+O\!\left(\frac{\theta^2}{B^2}\right)\right].
\label{eq:correction}
\end{equation}
At this order the saddle point overestimates the flux. The coefficient $5/36\simeq0.1389$ holds for $f_n\propto n^{2/3}$ and this $W_n$. Measured on the resistance sum, as $\beta(J_Z/J-1)$, the coefficient is $0.1454$ at $\beta=25$ and $0.1396$ at $\beta=200$, approaching $5/36$ as the barrier rises.

\section{Numbers for a model cell}

\textbf{Q.} Put numbers in.

\textbf{A.} I choose round model parameters, tied to no material: $\theta=0.05$ eV, $\sigma=0.01$ eV/\AA$^2$, $v=30$ \AA$^3$, $\Delta\mu=0.11$ eV and $\nu=10^9$ s$^{-1}$. Then $N_1=1/v=0.0333$ \AA$^{-3}$ and $A=0.4669$ eV, so
\begin{align}
n^*&=\left(\frac{2\times0.4669}{3\times0.11}\right)^3=22.7,\\
B&=\tfrac12\times22.66\times0.11=1.246\ \text{eV},\\
W^*&=1.246-0.467+0.110=0.889\ \text{eV},\\
Z&=\frac{1}{22.66}\sqrt{\frac{24.93}{3\pi}}=0.0718 .
\end{align}
With $f^*=3.87\times10^{10}$ s$^{-1}$ and $W^*/\theta=17.79$,
\begin{align}
J_Z&=0.07177\times3.872\times10^{10}\times0.03333\times e^{-17.787}\nonumber\\
&\simeq1.75\ \text{\AA}^{-3}\,\text{s}^{-1}.
\end{align}
The exact sum gives $1.736$ \AA$^{-3}$ s$^{-1}$, or $1.74\times10^{30}$ m$^{-3}$ s$^{-1}$. A direct solution of the stationary rate equations was tested against this sum and agrees. Relative to it, the saddle point is $0.58\%$ high; with the correction in \eqref{eq:correction} the error falls to $0.02\%$. Leaving out $Z$ would make the flux 14 times too large.

The ratio $y$ interpolated at $n^*$ is $0.514$. The error-function profile gives about $\tfrac12+\tfrac12Z=0.536$ there, and its largest error over all sizes is $0.022$.

\textbf{Q.} An error below one per cent sounds better than the physics deserves.

\textbf{A.} It measures the mathematics of the sum. At fixed $\Delta\mu$, $B\propto\sigma^3$ and $A\propto\sigma$, so
\begin{equation}
\frac{\partial(W^*/\theta)}{\partial\ln\sigma}=\frac{3B-A}{\theta}\simeq65 .
\end{equation}
Raising $\sigma$ by $1\%$ thus multiplies the exponential factor by $e^{-0.65}$, a drop by nearly a factor of two. There is also the assumption that few units sit in clusters. Here subcritical clusters hold $8.8\%$ as many units as are free. If these were drawn from a fixed total, $N_1$ would be about $8\%$ lower, and so would $J$ as long as $f_n$ and $\Delta\mu$ do not depend on $N_1$; this already exceeds the saddle-point error. With mass-action rates, $f_n\propto N_1$ at fixed $g_n$, the depletion would also lower $\Delta\mu$, and $J$ would fall by a factor of about seven.

\section{When the steady rate applies}

\textbf{Q.} A memory pulse is short. Why should the populations be steady at all?

\textbf{A.} Dividing \eqref{eq:balance} by $C_n$ gives
\begin{equation}
\dot y_n=g_n(y_{n-1}-y_n)-f_n(y_n-y_{n+1}).
\end{equation}
Near the top, to leading order, $f_n\simeq g_n\simeq f^*$ in the spreading term, and the mean drift is $f_n-g_n\simeq-f^*W'/\theta\simeq x/\tau$, where
\begin{equation}
\frac1\tau=\frac{f^*|W''(n^*)|}{\theta}=2\pi Z^2f^* .
\end{equation}
A deviation $\eta$ from the steady $y$ therefore obeys $\dot\eta=f^*\eta''+(x/\tau)\eta'$. Try $\eta=e^{-\pi Z^2x^2}e^{-t/\tau}$. Using $2\pi Z^2f^*=1/\tau$,
\begin{align}
f^*\eta''&=\left(\frac{2\pi Z^2x^2}{\tau}-\frac1\tau\right)\eta,&
\frac x\tau\eta'&=-\frac{2\pi Z^2x^2}{\tau}\eta .
\end{align}
The sum is $-\eta/\tau$, as required. This mode has no node and is the slowest one. In the example $\tau=0.80$ ns, and the slowest decay rate of the full rate matrix is $0.98/\tau$.

\textbf{Q.} Is $\tau$ then the delay before nuclei appear?

\textbf{A.} No; the delay depends on the size at which one counts. Start without clusters and let $N_k$, $y_k$ denote steady values. Define the time-integrated deficits
\begin{equation}
d_n=\int_0^\infty[N_n-N_n(t)]\,dt,\quad
D_n=\int_0^\infty[J-J_n(t)]\,dt .
\end{equation}
Integrating the balance equation for the deviation gives $-N_n=D_{n-1}-D_n$, hence $D_m=D_1+\sum_{k=2}^mN_k$. Also, as in \eqref{eq:drop},
\begin{equation}
\frac{D_n}{f_nC_n}=\frac{d_n}{C_n}-\frac{d_{n+1}}{C_{n+1}} .
\end{equation}
Since $d_1=d_M=0$, the sum over $n$ vanishes. Multiply it by $J$ and use $\sum_np_n=1$ and $\sum_{n\ge k}p_n=y_k$ from \eqref{eq:weights}:
\begin{equation}
0=D_1+\sum_{n=1}^{M-1}p_n\sum_{k=2}^nN_k
 =D_1+\sum_{k=2}^{M-1}N_ky_k .
\end{equation}
The lag $t_m=D_m/J$ is therefore
\begin{equation}
t_m=\frac1J\left[\sum_{k=2}^mN_k(1-y_k)-\sum_{k=m+1}^{M-1}N_ky_k\right].
\end{equation}
At long times the number per volume that has passed $m$ approaches $J(t-t_m)$. The lag is $0.72$ ns at size 22 and $2.6$ ns at size 45. Both were tested against the time-integrated solution of the rate equations.

\textbf{Q.} And the flux itself during this time?

\textbf{A.} Across the critical size it is negligible at $0.1\tau$, $62\%$ of the steady value at $\tau$, and $1.8\%$ above it at $3\tau$. By $5\tau$ the excess is $0.3\%$. For this step, from 22 to 23, the approach is thus not monotonic. By \eqref{eq:drop}, the excess means that $y_n$ temporarily drops more steeply from size 22 to 23 than in the steady state. This does not extend over the whole top: at $3\tau$ the flux from 23 to 24 is $0.994$ and that from 26 to 27 is $0.92$ of the steady value, and the overshoot from 23 to 24 never exceeds about $0.02\%$.

For a cubic cell of side 200 \AA, the mean wait for one nucleus at the steady rate is
\begin{equation}
\frac1{JV}=\frac{1}{1.736\times(200)^3}\ \text{s}=7.2\times10^{-8}\ \text{s},
\end{equation}
about $90\tau$. The steady rate is adequate for that wait at constant temperature. Including the transient lengthens it by the lag, to $75$ ns when nuclei are counted at size 45. The steady rate is not adequate for a pulse of a nanosecond, or for heating that changes the rates within the lag. These times belong to the model: homogeneous nucleation from a start without clusters, with parameters fitted to no material. A real cell may instead nucleate at its interfaces, regrow from a crystalline rim, or keep clusters left by the quench, and none of this is included.

\textbf{Q.} Where does the formula itself break down?

\textbf{A.} At strong driving. The expansion in $\theta/B$ fails when $B$ is no longer large compared with $\theta$. It also fails at large $B/\theta$ once $n^*$ is only a few units, because $W^*=B-A+\Delta\mu$ is then a few $\theta$, the cut at $n=1$ matters and $Z$ approaches one. With $\theta=0.01$ eV and $\Delta\mu=0.25$ eV, for instance, $B/\theta=24$ but $n^*=1.9$ and $W^*/\theta=2.4$; the saddle point is then $0.3\%$ low and the correction enlarges the error to $0.8\%$. In either case the sum \eqref{eq:exact} still solves the model, though a capillary description of very small clusters is then doubtful. In the opposite limit, $\Delta\mu\to0$ with the other parameters fixed, $n^*\propto\Delta\mu^{-3}$ and $B\propto\Delta\mu^{-2}$. Hence $Z\propto\Delta\mu^2$, $f^*\propto\Delta\mu^{-2}$ and $\tau\propto\Delta\mu^{-2}$. The saddle point becomes more accurate, while the flux vanishes exponentially and the steady state takes ever longer to form. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
thermal energy theta = 0.050 eV
interface energy sigma = 0.010 eV/angstrom^2
volume per unit v = 30.0 angstrom^3
driving energy per unit dmu = 0.110 eV
jump rate nu = 1.0e+09 s^-1
density of liquid units N1 = 0.03333 angstrom^-3
surface energy scale A = 0.4669 eV
critical size n* = 22.659 units
barrier B without W_1=0 convention = 1.2463 eV
barrier W* with W_1=0 = 0.8893 eV
B/theta = 24.925 (no unit)
W*/theta = 17.787 (no unit)
curvature W''(n*) = -1.6182e-03 eV
Zeldovich factor Z = 0.07177 (no unit)
attachment rate f(n*) = 3.8724e+10 s^-1
removal size M = 90 units
J exact sum = 1.73594e+00 angstrom^-3 s^-1
J rate-equation solution = 1.73594e+00 angstrom^-3 s^-1
J saddle point = 1.74606e+00 angstrom^-3 s^-1
J with first correction = 1.73633e+00 angstrom^-3 s^-1
J exact, converted = 1.736e+30 m^-3 s^-1
saddle-point relative error = 0.5834 %
corrected relative error = 0.0229 %
flux without Z / exact flux = 14.015 (no unit)
flux factor from W_1=0 convention = 1259.1 (no unit)
correction coefficient at B/theta=25: 0.14539 (no unit)
correction coefficient at B/theta=50: 0.14199 (no unit)
correction coefficient at B/theta=100: 0.14041 (no unit)
correction coefficient at B/theta=200: 0.13964 (no unit)
predicted coefficient 5/36 = 0.13889 (no unit)
N/C interpolated at n* = 0.5138 (no unit)
largest erfc profile error = 0.0223 (no unit)
units in subcritical clusters / free units = 0.0879 (no unit)
relaxation time tau = 7.9793e-10 s
slowest decay rate times tau = 0.9780 (no unit)
flux at n*, time 0.1 tau, over steady flux = 0.00000 (no unit)
flux at n*, time 1 tau, over steady flux = 0.61839 (no unit)
flux at n*, time 3 tau, over steady flux = 1.01751 (no unit)
flux at n*, time 5 tau, over steady flux = 1.00342 (no unit)
flux at n*, time 10 tau, over steady flux = 1.00003 (no unit)
flux at n*, time 20 tau, over steady flux = 1.00000 (no unit)
time lag at size 22 = 7.2149e-10 s
time lag at size 45 = 2.5853e-09 s
cell side = 200 angstrom
mean wait for a nucleus in the cell = 7.2007e-08 s
mean wait / tau = 90.2 (no unit)
\end{verbatim}
